Variational principle and Kohn-Sham equations for density and magnetization, part 1

(Sections cited here and not found follow in the second part.)

A lithium atom has two electrons paired in the 1s shell and one in the 2s shell, and so carries a spin moment. Place it in a static magnetic field whose direction changes across the atom. The field pulls on the spin, and the energy it contributes depends on where the spin sits and where it points. The electron density n(r) cannot express this energy. The question is whether n(r) and the magnetization density m(r) together can serve as the variables of an exact ground-state theory, and which one-electron equation then reproduces both.

**Hamiltonian and conventions**

Units are Gaussian, e > 0, the electron charge is −e, g = 2 and μ_B = eħ/2mc. An electron has the spin moment −μ_B σ, with σ the Pauli matrices. For N electrons

H = T + W + Σ_i [v(r_i) + μ_B σ_i·B(r_i)],
T = −(ħ²/2m) Σ_i ∇_i²,  W = ½ Σ_{i≠j} e²/|r_i − r_j|.

B acts on the spin only. The vector potential and spin-orbit coupling are left out, so T and W contain no spin operators. This is a restriction, since the orbital coupling μ_B L·B/ħ is of the same order as the spin term. The model is physical to first order in B when the zero-field state carries no orbital current, as for a real spatial wavefunction or a quenched orbital moment; for a uniform field a vanishing orbital moment is enough (the term quadratic in the vector potential and the induced orbital response enter at order B²), and in the limit B → 0. As a formal variable B(r) is any vector field.

With field operators ψ_α(r), α = ↑,↓, define

n = ⟨ψ†ψ⟩,  s = ⟨ψ†σψ⟩,  m = −μ_B s,  b = μ_B B.

Then −B·m = b·s. Collect the densities in ρ = ½(n + s·σ) and the potentials in w = v + b·σ, both 2×2 matrices. Because tr σ_k = 0 and tr σ_kσ_l = 2δ_kl, the external energy is

(w,ρ) ≡ ∫tr(wρ) d³r = ∫(v n + b·s) d³r = ∫(v n − B·m) d³r.   (1)

For any state Ψ with densities ρ, ⟨H_w⟩ = ⟨T+W⟩ + (w,ρ). The operator Σ_i u(r_i) built from a local matrix u is written Û.

**First derivation: through ground states and their response**

*The ground state is fixed by (n,m).* Let Ψ be the nondegenerate ground state of H_w, with energy E and densities ρ. Let Ψ′ be a ground state of H_w′, with E′ and ρ′, that differs from Ψ by more than a phase. Since H_w = H_w′ + (Ŵ_ext − Ŵ′_ext), where Ŵ_ext = Σ_i w(r_i), the Rayleigh-Ritz principle gives

E < ⟨Ψ′|H_w|Ψ′⟩ = E′ + (w − w′, ρ′),
E′ ≤ ⟨Ψ|H_w′|Ψ⟩ = E + (w′ − w, ρ).

The first inequality is strict because Ψ is nondegenerate. Adding the two and cancelling E + E′,

0 < (w − w′, ρ′ − ρ).   (2)

If ρ′ = ρ this reads 0 < 0. Different nondegenerate ground states therefore have different (n,m), and on the set of such ground-state densities Ψ[ρ] is defined. So is

F[ρ] = ⟨Ψ[ρ]|T + W|Ψ[ρ]⟩.

For fixed w and any ρ′ in that set, F[ρ′] + (w,ρ′) = ⟨Ψ[ρ′]|H_w|Ψ[ρ′]⟩ ≥ E₀, with equality only for the ground state of H_w. This is the von Barth-Hedin variational principle:

E₀ = min over (n,m) of { F[n,m] + ∫v n − ∫B·m }.   (3)

*The potentials are not always fixed.* Suppose w and w + u share the ground state Ψ. Subtracting the two Schrödinger equations gives ÛΨ = ΔE Ψ. For a scalar u one divides by Ψ where it is nonzero and finds Σ_i u(r_i) = ΔE, so u is constant. A matrix u cannot be divided out, and Ψ need only be an eigenvector of Û. Two cases show that this happens.

(i) Let B be along z everywhere. Then Σ = Σ_i σ_{z,i} commutes with H, and a nondegenerate Ψ obeys ΣΨ = MΨ with M = N↑ − N↓. A uniform extra field, u = δb σ_z, leaves every common eigenstate unchanged and shifts its energy by Mδb. Ψ stays the ground state until a level of different M crosses it.

(ii) Let N = 1 with spinor χ(r). Then ρ = χχ† has rank one, so det ρ = (n² − s²)/4 = 0 and χχ† = ½n(1 + ŝ·σ). Since (ŝ·σ)² = 1, (1 − ŝ·σ)(1 + ŝ·σ) = 0, hence (1 − ŝ·σ)χ = 0. The matrix u = λ(r)(1 − ŝ·σ) with λ ≥ 0 has eigenvalues 0 and 2λ, so it lowers no level, and it annihilates χ. The ground state and its energy survive for any such λ(r).

The proof of (3) never used a map from ρ to w, so it is unaffected.

*Derivative of F.* Take a smooth family w(h) with nondegenerate normalized ground states. Differentiating E = ⟨Ψ|H|Ψ⟩, the terms with dΨ/dh combine to E d⟨Ψ|Ψ⟩/dh = 0, leaving dE/dh = (dw/dh, ρ), that is δE₀/δv = n and δE₀/δB = −m. Differentiating E = F + (w,ρ) gives dE/dh = dF/dh + (dw/dh, ρ) + (w, dρ/dh). Equating the two,

dF/dh = −(w, dρ/dh).   (4)

*The Kohn-Sham system.* Assume that each ρ(h) is also the density of the nondegenerate ground state of non-interacting electrons in a local w_s = v_s + b_s·σ, smooth in h. That state is the determinant of the N lowest solutions of

[−(ħ²/2m)∇² + v_s + b_s·σ] Φ_i = ε_i Φ_i,

with two-component spinors Φ_i. Everything above holds for W = 0, so its kinetic energy T_s[ρ] is a functional of ρ and dT_s/dh = −(w_s, dρ/dh). Define

E_H = (e²/2)∬ n(r)n(r′)/|r − r′|,  E_xc = F − T_s − E_H.

Varying both factors n gives dE_H = ∫v_H δn with v_H(r) = e²∫n(r′)/|r − r′| d³r′. Subtracting,

dE_xc = (w_s − w − v_H, δρ).   (5)

The derivatives of E_xc are named by analogy with (1):

dE_xc = ∫(v_xc δn − B_xc·δm),  v_xc = δE_xc/δn,  B_xc = −δE_xc/δm.   (6)

Since δm = −μ_B δs, this equals (w_xc, δρ) with w_xc = v_xc + b_xc·σ and b_xc = μ_B B_xc = δE_xc/δs. Comparing (5) and (6), the difference u = w_s − w − v_H − w_xc obeys (u, δρ) = 0 for every δρ that a change of w can produce. First-order perturbation theory, δΨ = −Σ_{k≠0}|k⟩⟨k|δŴ_ext|0⟩/(E_k − E₀), gives

(u, δρ) = −2 Re Σ_{k≠0} ⟨0|Û|k⟩⟨k|δŴ_ext|0⟩/(E_k − E₀).

Choosing δw = u makes every term in the sum non-negative, so all ⟨k|Û|0⟩ vanish and Ψ is an eigenstate of Û. Conversely such a u makes the expression vanish for all δw. The admissible u are thus a constant and the non-uniqueness just found. Equation (6) defines w_xc only up to these same u, and that freedom is used to set u = 0:

[−(ħ²/2m)∇² + v + v_H + v_xc + μ_B σ·(B + B_xc)] Φ_i = ε_i Φ_i,   (7)
n = Σ_i Φ_i†Φ_i,  m = −μ_B Σ_i Φ_i†σΦ_i.

With b_s = b + b_xc, v_s = v + v_H + v_xc, h₀ = −(ħ²/2m)∇² + v_s and Φ = (φ↑, φ↓), the two rows are

(h₀ + b_s,z) φ↑ + (b_s,x − i b_s,y) φ↓ = ε φ↑,
(b_s,x + i b_s,y) φ↑ + (h₀ − b_s,z) φ↓ = ε φ↓.

**Second derivation: constrained search and variation of spinors**

*Variational principle.* For any ρ that comes from some normalized antisymmetric Ψ of finite energy, define

F_L[ρ] = inf over Ψ→ρ of ⟨Ψ|T + W|Ψ⟩.

Sort all trial states into classes by their ρ. Within a class (w,ρ) is a fixed number, so

E₀ = inf_Ψ ⟨H_w⟩ = inf_ρ inf_{Ψ→ρ} [⟨T+W⟩ + (w,ρ)] = inf_ρ { F_L[ρ] + (w,ρ) }.

This is (3) on a larger domain, with no mention of degeneracy. The two functionals agree where both exist. Let ρ₀ come from a ground state Ψ₀ of H_w. Any Ψ→ρ₀ has ⟨T+W⟩_Ψ + (w,ρ₀) ≥ E₀ = ⟨T+W⟩_Ψ₀ + (w,ρ₀). Cancelling (w,ρ₀) shows that Ψ₀ attains the infimum, so F_L[ρ₀] = F[ρ₀].

*Reduction to a search over determinants.* Define T_s[ρ] as the infimum of ⟨T⟩ over determinants D of orthonormal spinors giving ρ, and E_xc = F_L − T_s − E_H wherever such determinants exist. Assume the ground-state ρ is among these. With G[ρ] = E_H + E_xc + (w,ρ),

E₀ = inf_ρ { inf_{D→ρ}⟨T⟩_D + G[ρ] } = inf_D { ⟨T⟩_D + G[ρ_D] },

the two-stage argument being run backwards. In a determinant of orthonormal spinors a one-body operator has the expectation value Σ_i⟨Φ_i|o|Φ_i⟩, because every term that permutes spinors contains a vanishing overlap. So with t = −(ħ²/2m)∇²,

E[{Φ}] = Σ_i⟨Φ_i|t|Φ_i⟩ + E_H[n] + E_xc[n,m] + ∫(v n + b·s).

*Stationarity.* Assume the infimum is attained and that the change of E_xc under a change of the spinors has the local form (6). Replace Φ_i by Φ_i + ξ with ξ small and orthogonal to all occupied spinors, which keeps orthonormality to first order. Then

δn = ξ†Φ_i + c.c.,  δs = ξ†σΦ_i + c.c.,  δ⟨T⟩ = ⟨ξ|t|Φ_i⟩ + c.c.,

using that σ and t are Hermitian. Inserting these, with real v_s and b_s,

δE = ⟨ξ| t + v + v_H + v_xc + (b + b_xc)·σ |Φ_i⟩ + c.c. = 2 Re⟨ξ|ĥ|Φ_i⟩,

where ĥ is the operator of (7). The same must vanish for iξ, which yields the imaginary part, so ⟨ξ|ĥ|Φ_i⟩ = 0. Hence ĥΦ_i lies in the occupied space:

ĥΦ_i = Σ_j Φ_j Λ_ji,  Λ_ji = ⟨Φ_j|ĥ|Φ_i⟩.

Λ is Hermitian because ĥ is, so a unitary matrix A exists with A†ΛA = diag(ε). Set Φ′_k = Σ_i Φ_i A_ik. Then Σ_kΦ′_kΦ′_k† = Σ_ijΦ_i(AA†)_ijΦ_j† = Σ_iΦ_iΦ_i†, so n, s and ĥ are unchanged, and likewise ⟨T⟩. Finally ĥΦ′_k = Σ_jΦ_j(ΛA)_jk = ε_kΦ′_k, which is (7).

*Total energy.* Multiplying (7) by Φ_i†, integrating and summing gives Σε_i = T_s + ∫(v + v_H + v_xc)n + ∫(b + b_xc)·s. Solve for T_s, insert it in E, and use ∫v_H n = 2E_H and b_xc·s = −B_xc·m:

E = Σε_i − E_H + E_xc − ∫v_xc n + ∫B_xc·m.   (8)

A constant c added to v_xc adds Nc to the first term and removes it in the fourth.

**Rotation of all spins, the local approximation, and the collinear case**

*Zero total torque.* The operator exp(−iθ·Σ_iσ_i/2) commutes with T and W, keeps n, turns s(r) by the same rotation R at every point, and maps determinants to determinants. It carries the states giving (n,s) one-to-one onto those giving (n,Rs) with equal ⟨T+W⟩ and ⟨T⟩. So E_xc[n,Rs] = E_xc[n,s]. For small θ, δs = θ×s and

0 = ∫b_xc·(θ×s) = θ·∫s×b_xc,  hence ∫m×B_xc d³r = 0.   (9)

A position-dependent rotation does not commute with T, so the integrand need not vanish.

*Local spin-density approximation (LSDA).* The xc energy per volume f of a uniform gas cannot depend on the direction of s. It is a symmetric function of the eigenvalues of ρ, n± = (n ± |s|)/2, and E_xc ≈ ∫f(n₊,n₋). With v± = ∂f/∂n± and δ|s| = ŝ·δs,

δf = v₊(δn + ŝ·δs)/2 + v₋(δn − ŝ·δs)/2,
v_xc = (v₊ + v₋)/2,  b_xc = ½(v₊ − v₋) ŝ.   (10)

In this approximation B_xc lies along the local axis of m and the torque vanishes point by point, which is more than (9) demands. Where s → 0 at fixed n > 0 the direction ŝ is undefined, but the symmetry of f makes v₊ − v₋ vanish there. In the tail of a polarized atom, where |s|/n → 1, b_xc vanishes only because n does.

*Collinear reduction.* Let B = B_z(r) ẑ and let the ground state be nondegenerate, so ΣΨ = MΨ. For s_± = s_x ± i s_y the operators obey [Σ, ŝ_±(r)] = ±2ŝ_±(r), as [σ_z,σ_±] = ±2σ_±. The expectation value of the commutator in an eigenstate of Σ is (M − M)⟨ŝ_±⟩ = 0, so m_x = m_y = 0 everywhere. Next take R as the rotation by π about z. It leaves this s alone and reverses any transverse δs⊥, so E_xc[s + δs⊥] = E_xc[s − δs⊥]. The linear term ∫b_xc·δs⊥ equals its own negative and is zero, so B_xc can be taken with only a z component. A transverse part can remain only within the undetermined u, for instance a uniform one for a singlet at B = 0, and it is set to zero. The off-diagonal terms in the two rows of (7) vanish, and the spinors can be taken as pure ↑ or pure ↓. With n = n↑ + n↓ and m_z = −μ_B(n↑ − n↓), the chain rule gives

δE_xc/δn↑ = δE_xc/δn − μ_B δE_xc/δm_z = v_xc + μ_B B_xc,z,
δE_xc/δn↓ = δE_xc/δn + μ_B δE_xc/δm_z = v_xc − μ_B B_xc,z.

Calling these v_xc↑ and v_xc↓,

[−(ħ²/2m)∇² + v + v_H ± μ_B B_z + v_xc↑,↓] φ_i↑,↓ = ε_i↑,↓ φ_i↑,↓,   (11)

upper sign for ↑. The two equations are coupled only through the densities. Equation (10) agrees: where s_z > 0, n₊ = n↑ and ŝ = ẑ. Where s_z < 0, n₊ = n↓ and ŝ = −ẑ, and the two sign changes cancel, so b_xc,z = ½(v_xc↑ − v_xc↓) everywhere.

Since Ψ is an eigenstate of Σ, as in case (i), the perturbation formula with Û = Σ shows that, to first order, no change of w alters N↑ − N↓. For the exact functional B_xc,z is then undetermined at least by a uniform shift, so v_xc↑ and v_xc↓ each carry a free constant; an explicit formula like (10) picks the constants. If all electrons have the same spin, more is free: for M = −N the matrix u = λ(r)(1 + σ_z) annihilates Ψ for any λ(r), as in case (ii), so v_xc↑ is then undetermined as a function of r. The reduction fails if the ground level is degenerate between different M, where a superposition of states whose M differ by 2 can have transverse m, and it fails with spin-orbit coupling, which destroys [H,Σ] = 0.

One identity follows from ĥ↑ − ĥ↓ = 2(b_z + b_xc,z). For real orbitals a (↑) and c (↓), let ĥ↑ act to the right and ĥ↓ to the left in ⟨c|ĥ↑ − ĥ↓|a⟩:

(ε_a↑ − ε_c↓)⟨c|a⟩ = 2μ_B⟨c|B_z + B_xc,z|a⟩.   (12)

The variational principle in n and m and, under the stated assumptions, the two-component Kohn-Sham equations have now been derived in two ways, together with the local approximation and the collinear reduction. What remains is to test them on an exactly solved lattice model, apply them to the lithium atom in LSDA, and compare what each derivation assumes.
